# Zero-field splitting of a triplet diatomic from its magnetic moment matrices

## The situation

A relativistic calculation on a diatomic with a triplet $\Sigma$ ground term gives three low-lying states. Spectroscopists describe them by a spin Hamiltonian with parameters $D$ and $E$. The calculation returns energies and eigenvectors, but no spin projections: spin is not a good quantum number, each eigenvector carries an arbitrary phase, and degenerate eigenvectors may be mixed arbitrarily.

In the free molecule the levels are one $\Omega=0$ state and a degenerate pair $\Omega=\pm1$, and $E$ vanishes, as shown below. A nonzero $E$ requires surroundings that remove the axial symmetry. Three energies then give numbers for $D$ and $|E|$ once one level is assigned to $z$, but they do not say how the axes lie in the molecule. That information is in the matrices of the magnetic moment.

Let the three states be isolated from all others and span a space closed under time reversal $\Theta$. The electron number is even, so $\Theta^2=+1$. Write the moment as $\boldsymbol\mu=-\mu_B\mathbf M$, so that a field adds $\mu_B\mathbf B\cdot\mathbf M$ to $H$. In a model with orbital and spin momenta, $\mathbf M=\mathbf L+g_e\mathbf S$. In a four-component theory, $\boldsymbol\mu=-(ec/2)\sum_i\mathbf r_i\times\boldsymbol\alpha_i$. The derivations need two properties shared by both forms: $\mathbf M$ is Hermitian and odd under $\Theta$. Both forms depend on the origin chosen for $\mathbf r_i$. A shift of origin adds a term in the matrix elements of the momentum (or of $\boldsymbol\alpha$), which need not vanish among the three states, least of all in a truncated basis or active space. The $g$ matrix and the axes derived from it should therefore be quoted with their origin; the principal values of $D_{ab}$ do not depend on it.

The sought form is

$$H=\bar W+\sum_{ab}D_{ab}\tilde S_a\tilde S_b,\qquad \sum_aD_{aa}=0,$$

where $\bar W$ is the mean energy and $\tilde S_a$ are spin-1 matrices, the pseudospin. In principal axes $D=\tfrac32D_{zz}$ and $E=\tfrac12(D_{xx}-D_{yy})$.

## First derivation: fixing the phases of the states

**A real basis.** For a nondegenerate eigenstate, $\Theta|j\rangle=e^{i\alpha}|j\rangle$. The state $e^{i\alpha/2}|j\rangle$ is then invariant, because $\Theta$ conjugates the prefactor. With degeneracy, take any $|\phi\rangle$ and form $|\phi\rangle+\Theta|\phi\rangle$, or $i|\phi\rangle$ if that sum vanishes. Either is invariant since $\Theta^2=1$. The orthogonal complement of an invariant state is closed under $\Theta$, so the step can be repeated within each level.

For invariant states, antiunitarity gives

$$\langle j|M_a|k\rangle^*=\langle j|\Theta M_a\Theta^{-1}|k\rangle=-\langle j|M_a|k\rangle .$$

Thus $M_a$ is imaginary and, being Hermitian, antisymmetric. Such a $3\times3$ matrix has three real parameters, so

$$M_a=\sum_l\Gamma_{al}S_l,\qquad (S_l)_{jk}=-i\epsilon_{ljk},$$

with $\Gamma$ real. Contracting two $\epsilon$ symbols gives

$$S_aS_b=\delta_{ab}\mathbf 1-|b\rangle\langle a| .$$

Hence $[S_x,S_y]=|x\rangle\langle y|-|y\rangle\langle x|=iS_z$, and cyclically: the $S_l$ are spin-1 matrices. No cubic or other odd spin terms are needed in the moment.

**Phases from the moment.** Suppose nondegenerate eigenvectors arrive with unknown phases. Collect $\mathbf m_{jk}=\langle j|\mathbf M|k\rangle$. This vector is a phase factor times an imaginary vector, so $q=\mathbf m_{1k}\cdot\mathbf m_{1k}$, without complex conjugation, reveals the phase. Multiply $|k\rangle$ by $e^{i\chi}$ with

$$\chi=\tfrac12(\pi-\arg q),\qquad k=2,3 .$$

Then $q$ becomes negative and $\mathbf m_{1k}$ imaginary. All three states now equal invariant states up to signs and one common phase. The common phase cancels in matrix elements, so $\mathbf m_{23}$ is imaginary as well. The method needs $\mathbf m_{12}$ and $\mathbf m_{13}$ to be nonzero. Up to a phase factor ($\pm i$ once the phases are fixed) they are columns of the real matrix $\Gamma$, so $\det\Gamma\neq0$ suffices.

**The remaining freedom.** A real orthogonal change of basis $O$ acts as $O^TS_lO=\det O\sum_mO_{lm}S_m$. The matrix $\det O\,O$ is a proper rotation even when $O$ flips a single sign. The leftover signs therefore rotate the pseudospin, $\Gamma\to\Gamma Q$ with $\det Q=1$, and leave $\Gamma\Gamma^T$ and $\det\Gamma$ unchanged.

Set $P=(\Gamma\Gamma^T)^{1/2}$, $s=\mathrm{sign}\det\Gamma$ and $R=sP^{-1}\Gamma$. Then $RR^T=\mathbf 1$ and $\det R=+1$. Defining

$$\tilde S_a=\sum_lR_{al}S_l,\qquad g=sP$$

gives $M_a=\sum_bg_{ab}\tilde S_b$ with symmetric $g$. Choosing $g$ symmetric and definite is a convention. Symmetry alone does not fix $g$: a half turn $Q$ about one of its principal axes leaves $gQ$ symmetric and reverses two of its eigenvalues. The definite choice is unique. It identifies pseudospin axes with laboratory axes, and it reduces to true spin when $\mathbf M=g_e\mathbf S$. Another choice would send $g\to gQ$ and $D\to Q^TDQ$, with the same principal values of $D$, the same $gg^T$ and the same levels in any field.

**The energies.** Let $W_j$ be the energy of state $|j\rangle$. From the product rule, $|j\rangle\langle j|=\mathbf 1-S_j^2$. With $\sum_jS_j^2=2\cdot\mathbf 1$,

$$H=\sum_jW_j(\mathbf 1-S_j^2)=\bar W+\sum_j(\bar W-W_j)S_j^2 .$$

Here the constant is $3\bar W-2\bar W$. Since $S_j=\sum_aR_{aj}\tilde S_a$,

$$D_{ab}=\sum_jR_{aj}(\bar W-W_j)R_{bj}.$$

In principal axes the state annihilated by $\tilde S_l$ lies at $\bar W-D_{ll}$. Therefore

$$D=\tfrac12(W_x+W_y)-W_z,\qquad E=\tfrac12(W_y-W_x).$$

## Second derivation: traces in an arbitrary basis

The same tensor can be found without adjusting a single eigenvector. An ordinary spin one also has $\Theta^2=+1$. Both spaces possess invariant orthonormal bases, so a unitary map carries one time reversal into the other. It also carries over spin-1 operators $S_a$ that are odd under $\Theta$.

The nine-dimensional real space of Hermitian $3\times3$ matrices is spanned by $\mathbf 1$, three $S_a$, and five traceless combinations of $\{S_a,S_b\}$. The first and last sets are even under $\Theta$; the $S_a$ are odd. Hence $M_a=\sum_l\Gamma_{al}S_l$, while $H$, which is even, is a constant plus a quadratic form.

**Finding $g$.** From $\mathrm{Tr}\,S_lS_m=2\delta_{lm}$,

$$A_{ab}=\tfrac12\mathrm{Tr}\,M_aM_b=(\Gamma\Gamma^T)_{ab}.$$

From $\mathrm{Tr}\,S_l[S_m,S_n]=2i\epsilon_{lmn}$,

$$\det\Gamma=\frac{1}{2i}\mathrm{Tr}\,M_x[M_y,M_z].$$

Both traces are the same in every basis. The symmetric convention gives

$$g=sA^{1/2},\qquad \tilde S_a=\sum_b(g^{-1})_{ab}M_b ,$$

with $s$ the sign of the determinant. The moment matrices, suitably recombined, are themselves the pseudospin.

**Finding $D_{ab}$.** Let $Q_{ab}=\tfrac12\{\tilde S_a,\tilde S_b\}$. Rotational invariance and the index symmetry require

$$\mathrm{Tr}\,Q_{ab}Q_{cd}=\alpha\delta_{ab}\delta_{cd}+\beta(\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc}).$$

Two cases fix the constants. First, $\mathrm{Tr}\,\tilde S_z^4=2=\alpha+2\beta$. Second, since $\tilde S_x^2+\tilde S_y^2=2-\tilde S_z^2$ and $x$, $y$ contribute equally, $\mathrm{Tr}\,\tilde S_z^2\tilde S_x^2=\tfrac12(4-2)=1=\alpha$. So $\beta=\tfrac12$. Multiply $H$ by $Q_{ab}$ and take the trace. The constant contributes $2\bar W\delta_{ab}$, the $\alpha$ term vanishes because $D$ is traceless, and the $\beta$ terms give $D_{ab}$. With $\mathrm{Tr}\,H=3\bar W$,

$$D_{ab}=\tfrac12\mathrm{Tr}\,H\{\tilde S_a,\tilde S_b\}-\tfrac23\delta_{ab}\mathrm{Tr}\,H .$$

To see that this is the first result, insert $\tilde S_a=\sum_lR_{al}S_l$ and $\tfrac12\{S_l,S_m\}=\delta_{lm}-\tfrac12(|l\rangle\langle m|+|m\rangle\langle l|)$. In the eigenbasis the trace is $3\bar W\delta_{ab}-\sum_jR_{aj}W_jR_{bj}$. Subtracting $2\bar W\delta_{ab}$ leaves $\sum_jR_{aj}(\bar W-W_j)R_{bj}$.

**Where a phase matters again.** If states $|M\rangle$ are wanted, diagonalize $\tilde S_z$ and generate $|0\rangle$ and $|-1\rangle$ from $|+1\rangle$ with $\tilde S_-/\sqrt2$. Then $\langle+1|\tilde S_+^2|-1\rangle=2$. Using $\tilde S_x^2-\tilde S_y^2=\tfrac12(\tilde S_+^2+\tilde S_-^2)$ and $\{\tilde S_x,\tilde S_y\}=(\tilde S_+^2-\tilde S_-^2)/2i$,

$$\langle+1|H|-1\rangle=\tfrac12(D_{xx}-D_{yy})-iD_{xy}.$$

An unfixed phase $e^{i\varphi}$ on $|-1\rangle$ multiplies this element. Its modulus survives. If $D_{xz}=D_{yz}=0$, the apparent in-plane axes turn by an angle of size $\varphi/2$; for $\varphi=\pi$ the axes $x$ and $y$ are interchanged and $E$ changes sign. If $D_{xz}$ or $D_{yz}$ is nonzero, a rotation would also require the phase $e^{i\varphi/2}$ on $|0\rangle$. Without it the matrix no longer has the form $\bar W+\sum D_{ab}\tilde S_a\tilde S_b$ in the standard spin matrices, and spurious terms linear in $\tilde S_x$, $\tilde S_y$ appear.

## What symmetry and spin-orbit coupling give in a diatomic

With the origin of $\mathbf M$ on the bond axis, a rotation about the bond leaves $H$ unchanged and rotates $\mathbf M$ as a vector. The matrices $A$ and $g$ follow this rotation, hence so do $\tilde{\mathbf S}$ and $D$. A quarter turn requires $D_{xx}=D_{yy}$ and $D_{xy}=-D_{xy}=0$; a half turn removes $D_{xz}$ and $D_{yz}$. So $E=0$ in the free molecule.

To see how a nonzero $E$ arises, take two electrons in orbitals $x,y$ (the $\pi$ pair) and a higher $\sigma$. Apart from a constant, the repulsion is

$$V|ab\rangle=J\Big(|ba\rangle+\delta_{ab}\sum_c|cc\rangle\Big).$$

The spin-orbit term is $\zeta\sum_i\mathbf l_i\cdot\mathbf s_i$, with $l_zx=iy$, $l_zy=-ix$, $l_xy=ik\sigma$, $l_yx=-ik\sigma$ and $l_xx=l_yy=0$. The factor $k$ scales the $\sigma$–$\pi$ elements. Surroundings split the $\pi$ pair by $\delta=\varepsilon_x-\varepsilon_y$. Let $\Delta$ be the height of $\sigma$ above the mean $\pi$ energy, $\Delta_x=\varepsilon_\sigma-\varepsilon_x=\Delta-\delta/2$ and $\Delta_y=\Delta+\delta/2$. Direct spin-spin coupling, vibration and molecular rotation are left out.

Without spin-orbit coupling the ground orbital function is $\Phi=(xy-yx)/\sqrt2$, with energy $\varepsilon_x+\varepsilon_y-J$. Its spin partners are $T_x,T_y,T_z$, where $S_aT_a=0$. Split the coupling:

$$\sum_i\mathbf l_i\cdot\mathbf s_i=\tfrac12\mathbf L\cdot\mathbf S+\tfrac12(\mathbf l_1-\mathbf l_2)\cdot(\mathbf s_1-\mathbf s_2).$$

The first part leads to triplets. Here $L_z\Phi=0$, while $L_x\Phi$ and $L_y\Phi$ have norm $k$ and excitation energies $\Delta_y$ and $\Delta_x$. The operator $S_a$ gives norm one on the two $T_b$ with $b\neq a$.

The second part leads to singlets. Since $(s_1-s_2)_z$ turns $(\alpha\beta+\beta\alpha)/\sqrt2$ into $(\alpha\beta-\beta\alpha)/\sqrt2$, component $a$ connects $T_a$, and no other $T_b$, to the spin singlet. The $x$ and $y$ orbital functions again have norm $k$, at $\Delta_y+2J$ and $\Delta_x+2J$; the $2J$ arises because exchange changes from $-J$ to $+J$. For $z$,

$$(l_1-l_2)_z\Phi=2iu,\qquad u=(xx+yy)/\sqrt2 .$$

The closed-shell singlets $xx,yy,\sigma\sigma$ mix. Relative to the ground triplet their matrix is

$$K=\mathrm{diag}(\delta,-\delta,2\Delta)+2J\mathbf 1+J\mathbf e\mathbf e^T,\qquad \mathbf e=(1,1,1)^T .$$

With $\kappa=u^TK^{-1}u$ and $p=k^2\zeta^2/4$, the second-order shifts are

$$W_x=-p\left(\frac1{\Delta_x}+\frac1{\Delta_y+2J}\right),\qquad
W_y=-p\left(\frac1{\Delta_y}+\frac1{\Delta_x+2J}\right),$$

$$W_z=-\zeta^2\kappa-p\left(\frac1{\Delta_x}+\frac1{\Delta_y}\right).$$

Put $f(t)=1/t-1/(t+2J)$. Inserting the shifts in $D=\frac12(W_x+W_y)-W_z$ and $E=\frac12(W_y-W_x)$ gives

$$D\simeq\zeta^2\kappa+\frac{k^2\zeta^2}{8}[f(\Delta_x)+f(\Delta_y)],\qquad
E\simeq\frac{k^2\zeta^2}{8}[f(\Delta_x)-f(\Delta_y)].$$

For small $\delta$, $E\simeq(k^2\zeta^2\delta/8)[\Delta^{-2}-(\Delta+2J)^{-2}]$, linear in the distortion and odd in it. For $\delta=0$ and $\Delta\to\infty$, $\kappa\to1/4J$ and $D\to\zeta^2/4J$.

Splitting the $\pi$ pair is not sufficient for $E$. At $k=0$ the coupling reduces to $\zeta\sum_il_{iz}s_{iz}$. For parallel spins this is $\pm\frac12\zeta L_z$, which annihilates $\Phi$. Thus $T_x$ and $T_y$ remain degenerate in this model, beyond second order as well.

## Numbers for the model

Take $J=2500$, $\Delta=8000$, $\zeta=800$ cm$^{-1}$ and $k=0.7$. These are model parameters, not those of a named molecule. All 15 two-electron determinants are diagonalized.

For $\delta=0$, eliminating $\sigma\sigma$ gives

$$\kappa=\frac{2\Delta+3J}{4J(2\Delta+3J)-2J^2}=\frac{23500}{2.225\times10^8}\ \mathrm{cm}.$$

Multiplication by $800^2$ cm$^{-2}$ gives 67.6 cm$^{-1}$. The $\sigma$–$\pi$ terms add $2\times39200\times(1/8000-1/13000)=3.8$ cm$^{-1}$, so second order predicts $D=71.4$ cm$^{-1}$. Full diagonalization gives 75.0 cm$^{-1}$, and $E$ vanishes to rounding.

For $\delta=3000$ cm$^{-1}$ the levels are 0, 90.357 and 92.656 cm$^{-1}$, with mean 61.004. The moment matrices assign them to $z$, $x$ and $y$. Hence

$$D=\tfrac32(61.004)=91.51\ \mathrm{cm}^{-1},\qquad
E=\tfrac12(92.656-90.357)=1.15\ \mathrm{cm}^{-1}.$$

Second order gives $D=87.5$ and $E=1.20$ cm$^{-1}$, each about 4% from the diagonalized value, $D$ too low and $E$ too high. When $\zeta$ falls from 60 to 6 cm$^{-1}$, both relative errors fall about tenfold, to below $10^{-3}$. Within second order, most of the growth of $D$ from the linear case comes from $\zeta^2\kappa$, which rises from 67.6 to 83.5 cm$^{-1}$.

A magnetic field tests the axis assignment. For $\mathbf B$ along $x$, the spin operator couples $T_y$ to $T_z$ and leaves $T_x$ alone. At 1 T, $\mu_BBg_{xx}=0.467\times1.945=0.908$ cm$^{-1}$, so $T_y$ rises by about $0.908^2/92.66=0.0089$ cm$^{-1}$. Reversing $E$ while keeping $g$ assigns this rise to the wrong level.

The spin Hamiltonian omits field coupling to other states. Eliminating them lowers a level by at most $(\mu_BB)^2\lVert QM_xP\rVert^2/G$, where $P$ and $Q$ now project on the three states and on the rest, and $G$ is a lower limit on the gap from that level to the $Q$ block. This bound is $3.5\times10^{-5}$ cm$^{-1}$, and the error found is $1.4\times10^{-5}$. With $E$ reversed the error is $9.1\times10^{-3}$ cm$^{-1}$. The three zero-field energies are identical in the two descriptions; the field response distinguishes them.

Finally, add orbital couplings of 500 ($xy$), 1200 ($x\sigma$) and $-700$ cm$^{-1}$ ($y\sigma$), which leave no symmetry axis along the bond. The result is $D=90.4$ and $E=1.05$ cm$^{-1}$. The main $D$ axis lies 7.8° from the bond and 5.0° from the most distinct $g$ axis. In this model the offset between the $D$ and $g$ axes requires $k\neq1$. At $k=1$ the repulsion and the spin-orbit term are invariant under rotations of the three orbitals, the tilted case is a rotated rhombic one, and the two sets of axes coincide. The example shows only that, without symmetry, a common set of principal axes may not be assumed; it does not predict the size of the offset in a real molecule. The full tensors and field errors are in the numerical output.

## What each derivation assumes

Both derivations require $\Theta^2=+1$, three isolated states closed under $\Theta$, and $\det\Gamma\neq0$. A triplet $\Pi$ or $\Delta$ term has six spin-orbit components and is not covered unless three of them separate as such a set. If $\Gamma$ is nearly singular, the axes can become poorly determined although the energies are not. With two small singular values, small errors in the moments can turn the pseudospin axes appreciably. With only one, errors that respect time reversal do little harm unless they reverse the sign $s$, which adds a half turn of the pseudospin about the principal axis of $g$ with the small value. Any part of the error that is not odd under $\Theta$ is amplified: in the second derivation by $g^{-1}$, and in the first through the phase $\chi$ when $\mathbf m_{12}$ or $\mathbf m_{13}$ is small.

The first derivation assumes that individual states can be made time-reversal invariant. For nondegenerate levels, phases suffice. For the $\Omega=\pm1$ pair of the linear molecule they do not: an arbitrary unitary mixture must be undone first. In return, the first derivation shows which level belongs to which axis. The second needs no such preparation, since its traces are unchanged by any unitary mixing, provided $H$ and $\mathbf M$ are written in the same basis. It assumes instead the existence of the odd spin operators, which rests on the same invariant bases. The two tensors agreed in the numerical tests for the rhombic and low-symmetry cases, starting from random phases.

Neither derivation refers to a spin-free triplet. One may instead project the three states on that triplet, orthonormalize the projections symmetrically, and use true spin matrices there. This assumes a recognizable parent triplet; here every state in the three-state space has at least 98% weight on it. In the rhombic case the resulting tensor agrees with the one above. In the low-symmetry case the main $D$ axis differs by 0.004°. The energies, and so the principal values, are the same; the difference lies in how pseudospin directions are identified with directions in space. The moment-based choice remains defined when the parent triplet is no longer recognizable, as long as the three states stay isolated and $g$ is nonsingular.

## Values computed for the example and the checks

```
exchange integral J = 2500 cm^-1
sigma above mean pi energy = 8000 cm^-1
spin-orbit constant zeta = 800 cm^-1
pi splitting delta (rhombic, tilted) = 3000 cm^-1
transverse orbital factor k = 0.7
tilted orbital couplings xy, xz, yz = 500, 1200, -700 cm^-1
free-electron g = 2.002319
Bohr magneton = 0.466864 cm^-1/T
linear: lowest four levels = 0.0000, 74.9546, 74.9546, 5044.6734 cm^-1
rhombic: lowest four levels = 0.0000, 90.3569, 92.6558, 3582.7263 cm^-1
tilted: lowest four levels = 0.0000, 89.3551, 91.4493, 3526.5463 cm^-1
linear: D = 74.9546 cm^-1, |E| = 2.3e-12 cm^-1
linear: g_xx, g_yy, g_zz = 1.94375, 1.94375, 2.00075
linear: second-order D = 71.3647 cm^-1, closed-shell singlet part = 67.5955 cm^-1
rhombic: D_xx, D_yy, D_zz = -29.3526, -31.6516, 61.0042 cm^-1
rhombic: D = 91.5064 cm^-1, E = 1.1495 cm^-1
rhombic: E/D = 0.01256
rhombic: g_xx, g_yy, g_zz = 1.94548, 1.92269, 2.00050
rhombic: second-order D = 87.5078 cm^-1, E = 1.1992 cm^-1
rhombic with k = 0: |E| = 4.5e-13 cm^-1
rhombic: <+1|H|+1>, <0|H|0>, <+1|H|-1> = 30.5021, -61.0042, 1.1495 cm^-1
rhombic: least weight on spin-free triplet = 0.98159
zeta = 60 cm^-1: relative second-order error in D, E = 4.6e-03, 2.9e-03
zeta = 6 cm^-1: relative second-order error in D, E = 4.7e-04, 2.9e-04
rhombic, 1 T along x: level error = 1.42e-05 cm^-1, bound = 3.46e-05 cm^-1
same with sign of E reversed: level error = 9.14e-03 cm^-1
tilted: D tensor row x = -27.7215, -0.1187, 11.3321 cm^-1
tilted: D tensor row y = -0.1187, -30.8764, -4.3683 cm^-1
tilted: D tensor row z = 11.3321, -4.3683, 58.5978 cm^-1
tilted: g matrix row x = 1.94780, 0.00354, 0.01152
tilted: g matrix row y = 0.00354, 1.92671, -0.00668
tilted: g matrix row z = 0.01152, -0.00668, 1.99743
tilted: principal D = 90.4022 cm^-1, E = 1.0471 cm^-1
tilted: D main axis to bond axis = 7.831 deg
tilted: D main axis to most distinct g axis = 5.017 deg
tilted: D main axis, moment frame to spin-free projection = 4.26e-03 deg
tilted: least weight on spin-free triplet = 0.98166
tilted, 5 T along (1,2,2): level error = 2.43e-04 cm^-1, bound = 5.01e-04 cm^-1
```
